\section*{Why Planck's constant cancels from the classical vacancy formation entropy, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: quantum oscillators and a reservoir atom}

\subsection{The atom that leaves its site}

Atoms inside a copper crystal, such as a grain in the wiring of a chip, migrate by jumping into vacancies. The equilibrium number of vacancies depends on the free energy needed to take an atom from inside the crystal and attach it elsewhere to the same crystal, for instance at a kink, where an unfinished row of atoms ends at a surface step. Part of this cost is energy, since bonds are lost. Part is entropy, since the atoms around the empty site vibrate differently.

The entropy raises a question of counting. A classical oscillator of angular frequency $\omega$ has an entropy containing $\ln(kT/\hbar\omega)$. Taking one atom out of a simulated crystal removes three oscillators, so subtracting the entropies of the two simulated crystals leaves three unmatched logarithms, each containing $\hbar$. Yet the motion is classical, and a ratio of equilibrium populations in classical mechanics should not depend on $\hbar$. The missing piece is the atom itself: it still vibrates, at its new place.

\subsection{Conventions}

A periodic cell of an elemental crystal has $N$ sites. The perfect cell holds $N$ atoms and the defect cell $N-1$. Both are at minima of their static energies $E_{\rm b}$ and $E_{\rm d}$, and small displacements feel harmonic forces. Rigid translation of a periodic crystal costs no energy, so each cell has three zero frequencies, which are left out of the vibrational sums. The perfect cell then has $3N-3$ frequencies $\omega_i$, and the defect cell has
\begin{equation}
3(N-1)-3=3N-6
\end{equation}
frequencies $\omega'_j$. All of these are taken as positive, so that neither crystal is unstable. Angle brackets denote the mean over the $3N-3$ bulk modes.

The vacancy is held at one chosen site. The entropy of choosing among sites is treated separately, when the concentration is found. Electronic entropy is omitted.

The removed atom enters a reservoir made of the same crystal at zero external pressure. There the free energy per atom is the chemical potential $\mu$. A large crystal has three modes per atom, so
\begin{equation}
\mu=\frac{E_{\rm b}}{N}+3\langle F_1(\omega)\rangle ,
\label{eq:mu}
\end{equation}
where $F_1$ is the free energy of one oscillator. The mean over the finite cell stands for the mean over the large crystal. The formation free energy is
\begin{equation}
F_{\rm f}=F_{\rm d}+\mu-F_{\rm b}.
\label{eq:ff}
\end{equation}
The plus sign before $\mu$ records that the atom is still present in the final state.

\subsection{One oscillator}

Let $x=\hbar\omega/kT$. The levels are $(n+\tfrac12)\hbar\omega$, and the geometric series gives the partition function
\begin{equation}
Z_1=\sum_{n=0}^{\infty}e^{-(n+1/2)x}
=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\end{equation}
The last form follows on multiplying numerator and denominator by $e^{x/2}$. Hence
\begin{equation}
F_1=-kT\ln Z_1=kT f(x),\qquad f(x)=\ln[2\sinh(x/2)].
\end{equation}
At fixed frequency $dx/dT=-x/T$, so the entropy is
\begin{equation}
S_1=-\frac{\partial F_1}{\partial T}
=-kf-kTf'\left(-\frac{x}{T}\right)
=k\,[x f'(x)-f(x)],
\label{eq:s1}
\end{equation}
with $f'=\tfrac12\coth(x/2)$. The mean energy is $U_1=F_1+TS_1=kT\,x f'$.

For the classical limit, use $\sinh y=y+y^3/6+\dots$ with $y=x/2$:
\begin{align}
2\sinh(x/2)&=x\left(1+\frac{x^2}{24}+\dots\right),\\
f(x)&=\ln x+\frac{x^2}{24}+\dots,\\
x f'(x)&=1+\frac{x^2}{12}+\dots .
\end{align}
Subtracting the second line from the third, as equation~(\ref{eq:s1}) requires, gives
\begin{equation}
\frac{S_1}{k}=1-\ln x+\frac{x^2}{24}+\dots .
\label{eq:s1class}
\end{equation}
The classical limit keeps $1-\ln x$. It applies when $\hbar\omega\ll kT$ for the modes that matter.

\subsection{Counting the modes}

Insert equation~(\ref{eq:mu}) into equation~(\ref{eq:ff}). The static part is
\begin{equation}
E_{\rm f}=E_{\rm d}+\frac{E_{\rm b}}{N}-E_{\rm b}
=E_{\rm d}-\frac{N-1}{N}E_{\rm b}.
\end{equation}
The sum of $F_1$ over the bulk modes is $(3N-3)\langle F_1\rangle$, so the vibrational part is
\begin{align}
F_{\rm f}-E_{\rm f}
&=\sum_j F_1(\omega'_j)+3\langle F_1\rangle-(3N-3)\langle F_1\rangle\nonumber\\
&=\sum_j F_1(\omega'_j)-(3N-6)\langle F_1\rangle .
\end{align}
The reservoir atom has reduced the number of subtracted bulk modes to the number of defect modes. For any function $g$ of frequency define
\begin{equation}
\Delta[g]=\sum_{j=1}^{3N-6}g(\omega'_j)-(3N-6)\langle g\rangle .
\label{eq:delta}
\end{equation}
If $g$ is a constant $C$, both terms equal $(3N-6)C$ and $\Delta[C]=0$. The temperature derivative acts on each mode separately, so the formation entropy is $S_{\rm f}=\Delta[S_1]$. In the classical limit
\begin{align}
\frac{S_{\rm f}}{k}
&=\Delta\!\left[1-\ln\omega-\ln\frac{\hbar}{kT}\right]
=-\Delta[\ln\omega]\nonumber\\
&=(3N-6)\langle\ln\omega\rangle-\sum_j\ln\omega'_j .
\end{align}
With the geometric-mean bulk frequency $\omega_{\rm g}=\exp\langle\ln\omega\rangle$ this becomes
\begin{equation}
\boxed{\;\frac{S_{\rm f}}{k}=\sum_{j=1}^{3N-6}\ln\frac{\omega_{\rm g}}{\omega'_j}\;}
\label{eq:main}
\end{equation}
Each logarithm has a dimensionless argument. Both $\hbar$ and $T$ have gone. So has the atomic mass, because at fixed force constants every frequency is proportional to the inverse square root of the common mass.

A vacancy that softens the vibrations on average has $S_{\rm f}>0$. If the defect modes had the bulk mean logarithm, $S_{\rm f}$ would vanish. If one defect frequency approached zero, its logarithm would diverge; that signals failure of the harmonic description, since a real displacement is then limited by anharmonic forces.

The classical energy of each mode is $kT$, so the vibrational formation energy is $\Delta[kT]=0$. In this limit $F_{\rm f}=E_{\rm f}-TS_{\rm f}$ with both coefficients independent of temperature, at fixed cell size.

\subsection{Two other ways of counting}

Suppose that the reservoir atom is given its static energy but no vibrational free energy. The term $3kT\langle\ln x\rangle$ is then missing from $F_{\rm f}$. Since the concentration is proportional to $e^{-F_{\rm f}/kT}$, the predicted value is the correct one multiplied by
\begin{equation}
e^{3\langle\ln x\rangle}=\left(\frac{\hbar\omega_{\rm g}}{kT}\right)^3 .
\label{eq:omit}
\end{equation}
This factor is less than one when $\hbar\omega_{\rm g}<kT$.

A subtler case takes $F_{\rm b}/N$ as the reservoir term, with translations still left out. The number of bulk modes subtracted is then
\begin{equation}
\frac{N-1}{N}(3N-3)=\frac{3(N-1)^2}{N}=3N-6+\frac3N .
\end{equation}
This exceeds the number of defect modes by $3/N$. Each mode contributes $-\ln\hbar$ to $S/k$, so a term $+(3/N)\ln\hbar$ remains in $S_{\rm f}/k$. It disappears as $N\to\infty$. The choice in equation~(\ref{eq:mu}) removes it in a cell of any size.

\subsection{A copper-like crystal}

These statements can be examined on a face-centred cubic crystal with the second-moment tight-binding, or Gupta, energy
\begin{equation}
E=\sum_i\left[\sum_j A e^{-p(r_{ij}/r_0-1)}
-\xi\sqrt{\sum_j e^{-2q(r_{ij}/r_0-1)}}\,\right].
\end{equation}
The inner sums run over first neighbours. The round parameters are $r_0=0.255$ nm, $p=11$, $q=2.3$, mass $63.5$ u and cohesive energy $E_{\rm c}=3.5$ eV. In the perfect crystal each atom has twelve neighbours at distance $r_0$. Zero slope of the energy there requires $12Ap=\sqrt{12}\,\xi q$, and the cohesive energy requires $\sqrt{12}\,\xi-12A=E_{\rm c}$. Substituting the first into the second gives
\begin{equation}
\sqrt{12}\,\xi=\frac{E_{\rm c}}{1-q/p}=4.425\ {\rm eV},\qquad
12A=\frac qp\,(4.425\ {\rm eV})=0.925\ {\rm eV}.
\end{equation}
Thus $\xi=1.2775$ eV and $A=0.0771$ eV. Diagonalizing the force-constant matrix of the 500-site perfect cell gives a highest frequency of $7.17$ THz and a geometric mean of $4.72$ THz, for which $\hbar\omega_{\rm g}=19.5$ meV. In a very large crystal the geometric mean is about $0.02$ THz lower.

At a rough operating temperature of 378 K, $kT=32.6$ meV, and equation~(\ref{eq:omit}) gives $(19.53/32.57)^3=0.22$. Leaving out the vibration of the reservoir atom would lower the vacancy concentration to about a fifth of its correct classical value. At a rough anneal temperature of 673 K, $kT=58.0$ meV and the factor is $0.038$.

The role of $\hbar$ was tested directly in the 108-site cell at 378 K. Entropies were computed from the occupation probabilities of the oscillator levels, first with $\hbar$ reduced twentyfold and then with it halved again. The halving changed the formation entropy by $0.00003\,k$ with the reservoir term of equation~(\ref{eq:mu}). Without any reservoir vibration the change was $-2.0793\,k$, against the expected $-3k\ln2=-2.0794\,k$. With $F_{\rm b}/N$ it was $-0.0192\,k$, in agreement with $-(3k/108)\ln2$.

\subsection{Where Planck's constant returns}

The first correction to equation~(\ref{eq:main}) comes from the $x^2/24$ terms in $f$ and in equation~(\ref{eq:s1class}). They are equal, so
\begin{equation}
\delta\!\left(\frac{S_{\rm f}}{k}\right)
=\delta\!\left(\frac{F_{\rm f}}{kT}\right)
=\frac{1}{24}\left(\frac{\hbar}{kT}\right)^2\Delta[\omega^2].
\label{eq:quantum}
\end{equation}
The cancellation therefore holds for the logarithm and does not extend to the quantum terms. For the 500-site vacancy cell relaxed to zero static pressure, the correction to $F_{\rm f}/kT$ is $-0.018$ at 378 K and $-0.006$ at 673 K. At this fixed cell size the concentrations rise by $1.8\%$ and $0.6\%$ relative to the classical ones. The full quantum expressions give the same values to the digits quoted. If each crystal instead finds its own volume at the given temperature, the rises are only about $1.1\%$ and $0.1\%$, because quantum vibrations also change the expansion. The correction at fixed cell size is small even though the highest mode has $\hbar\omega/kT=0.91$ at 378 K: the series has the factor $1/24$, and $\Delta$ retains the difference between defect and bulk.

At very low temperature the expansion fails. For $x\to\infty$, $f\to x/2$ and $xf'\to x/2$, so each $S_1$ tends to zero and so does $S_{\rm f}$. The formation free energy then tends to $E_{\rm f}+\tfrac12\hbar\,\Delta[\omega]$, whose second term is the change in zero-point energy.

\section{Second derivation: the same atoms in phase space}

\subsection{Symbols carried over}

The cell has $N$ sites; the defect cell has $N-1$ atoms and $3N-6$ nonzero frequencies $\omega'_j$. The geometric mean of the bulk frequencies is $\omega_{\rm g}$, the static formation energy is $E_{\rm f}$, and $k$ is Boltzmann's constant. The first derivation added a reservoir atom to a set of quantum oscillators and found $S_{\rm f}/k=\sum_j\ln(\omega_{\rm g}/\omega'_j)$ in the classical limit. The example is the copper-like Gupta crystal with first-neighbour distance $0.255$ nm and cohesive energy $3.5$ eV.

With the vibration of the reservoir atom counted, $\hbar$ drops out of the classical vacancy formation entropy, which depends only on ratios of bulk to defect frequencies. It remains to derive the same result from classical phase space, and to find how it depends on cell volume and what vacancy concentration it gives.
